# Phonon part of the screened interaction and the Fan-Migdal self-energy, part 1

(Sections cited here and not found follow in the later parts.)

## First half: splitting the screened interaction

### What symmetry and dimensions require

The screened interaction \(W(12)\) between two space-time points \(1=(\mathbf r_1,\tau_1)\) and \(2=(\mathbf r_2,\tau_2)\) is the bare Coulomb kernel plus a time-ordered correlation function of the charge density with itself, dressed by one Coulomb kernel at each end. Exchanging the two points changes neither piece, so \(W(12)=W(21)\). In equilibrium \(W\) depends on \(\tau_1-\tau_2\), and at a bosonic Matsubara frequency \(\nu\) it is a matrix in \(\mathbf r_1,\mathbf r_2\). With the definition

\[ \tilde X(i\nu)\equiv X(-i\nu)^{T}, \qquad \widetilde{XY}=\tilde Y\tilde X , \tag{1} \]

the exchange symmetry reads \(\tilde W=W\). The part of \(W\) that passes through a motion of the nuclei has a left end \(X\) that turns a displacement into a potential, a displacement propagator \(D=\tilde D\), and a right end \(Y\). Under (1) the product \(XDY\) becomes \(\tilde YD\tilde X\), and the symmetry is met by

\[ W_{\rm ph}=X\,D\,\tilde X . \tag{2} \]

Consider a mixed form \(\epsilon^{-1}gDg^{T}\), with a screened vertex on the left and a bare vertex \(g\) on the right. Its image under (1) is \(gDg^{T}\tilde\epsilon^{-1}\). The columns of the first matrix span the space of the screened potentials \(\epsilon^{-1}g\), those of the second span the space of the bare potentials \(g\). The two agree only if \(\epsilon^{-1}\) maps the span of \(g\) into itself, as it does when the Coulomb kernel, the electronic response and \(g\) all act in one and the same density channel. For a general dielectric matrix this mixed form is therefore excluded. What symmetry requires is that the two ends span the same space of potentials. It does not say how they are dressed, and a change of the propagator in the middle can make the ends differ: in the notation of (19), (28) and (29) below, \((1-v_{\rm eff}P_e)^{-1}g\,D_0=g_LD\), so \(W_{\rm ph}\) can also be written with the bare \(D_0\) between unlike ends.

Dimensions fix the size. For one mode with force constant \(K\) and mass \(M\), the nuclear frequency is \(\omega=\sqrt{K/M}\), and \(D\), a displacement per unit force, has the form \(K^{-1}\mathcal D(\nu/\omega)\). The vertex is an energy per unit length and contains no mass. Hence \(W_{\rm ph}\sim g^2/K\) has a height independent of \(M\) and a width in frequency of order \(\omega\). A self-energy \(\int d\nu\,G\,W_{\rm ph}\) in which \(G\sim 1/E_{\rm el}\) varies on an electronic scale is, at zero temperature,

\[ \Sigma\sim \frac{g^2}{K}\,\frac{\omega}{E_{\rm el}}=\frac{g^2}{E_{\rm el}\sqrt{MK}}\sim \frac{g^2\langle u^2\rangle}{E_{\rm el}},\qquad \langle u^2\rangle=\frac{1}{2\sqrt{MK}} . \tag{3} \]

It scales as \(M^{-1/2}\), like the average \(\tfrac12 V''\langle u^2\rangle\) of the second-order term of the potential, which is the Debye-Waller term. The condition on \(G\) matters. At the band edge of a polar crystal the intermediate states lie within \(\omega\) of the level and the squared vertex grows as \(\omega/q^2\) at small wave vector; the self-energy then scales as \(\omega^{1/2}\propto M^{-1/4}\).

### Hamiltonian, sources and response functions

Hartree atomic units are used. Densities are counted in units of the electron charge, so the total density is \(\hat n=\hat n_e+\hat n_I\) with \(\hat n_I(\mathbf r)=-\sum_\kappa Z_\kappa\delta(\mathbf r-\boldsymbol\tau_\kappa-\Delta\boldsymbol\tau_\kappa)\). The displacements are mass weighted, \(u_\mu=\sqrt{M_\kappa}\,\Delta\tau_{\kappa\alpha}\) with \(\mu=(\kappa\alpha)\). A Taylor expansion gives

\[ \hat n_I=n_I^0+\sum_\mu a_\mu \hat u_\mu+\tfrac12\sum_{\mu\mu'}b_{\mu\mu'}\hat u_\mu \hat u_{\mu'}+\dots,\qquad a_\mu(\mathbf r)=\frac{Z_\kappa}{\sqrt{M_\kappa}}\,\partial_\alpha\delta(\mathbf r-\boldsymbol\tau_\kappa). \tag{4} \]

The sign of \(a\) is positive because the minus sign of the nuclear charge meets the minus sign of the argument. Integration by parts gives the bare vertex,

\[ g_\mu(\mathbf r)=(va_\mu)(\mathbf r)=\frac{1}{\sqrt{M_\kappa}}\frac{\partial}{\partial\tau_{\kappa\alpha}}\Big[-Z_\kappa v(\mathbf r-\boldsymbol\tau_\kappa)\Big], \tag{5} \]

the derivative of the bare electron-nucleus potential. Products of kernels imply integration over space; \(a\) and \(g\) are real rectangular matrices with rows \(\mathbf r\) and columns \(\mu\), and \(v=v^T\), so \(g^T=a^Tv\).

The split is proved for the linear-harmonic Hamiltonian

\[ H=H_e+\tfrac12\,\hat p^{T}\hat p+\tfrac12\,\hat u^{T}K\hat u+\hat u^{T}g^{T}(\hat n_e-n_{\rm ref}), \tag{6} \]

in which \(H_e\) holds the one-body operator \(h_0\) (kinetic energy minus chemical potential), the potential \(vn_I^0\) of the clamped nuclei and the normal-ordered electron repulsion. The expansion (4) is cut after the term \(a\hat u\). The constant \(g^Tn_{\rm ref}\) is the force of the nuclei on each other. The matrix \(K\) holds the second derivative of the nuclear repulsion and the term \(vb\) evaluated on the fixed density \(n_{\rm ref}\); it is taken positive definite, and nothing else about it is used. The vertex needs a restriction. For point nuclei, (5) makes the last term of (6) the potential of a point dipole, singular as \(r^{-2}\), which for a large enough displacement (1 bohr suffices for hydrogen) outweighs the electronic kinetic energy at short distance while \(K\) costs a finite energy, so (6) is then unbounded below. The averages below are meant for a bounded vertex, as in a finite one-particle basis or with a smooth pseudopotential, or else order by order in \(g\). What (6) drops is the operator \(\tfrac12\hat u\hat u\,(vb)(\hat n_e-n_{\rm ref})\) and all higher orders.

Two sources are added: \(\varphi\), coupled to the total density, and Baym's source \(J\), coupled to the nuclei alone. Thermal averages carry the weight \(T_\tau\exp[-\int(\varphi\hat n+J\hat u)]\) in numerator and denominator, and differentiating the ratio gives

\[ \frac{\delta\langle T_\tau O\rangle}{\delta\varphi(3)}=-\langle T_\tau O\,\hat n(3)\rangle+\langle T_\tau O\rangle\langle\hat n(3)\rangle . \tag{7} \]

For Hermitian bosonic operators \(X,Y\), the response of \(X\) to the source of \(Y\) is therefore

\[ \chi_{XY}(12)=-\langle T_\tau\,\delta X(1)\,\delta Y(2)\rangle=\chi_{YX}(21),\qquad \tilde\chi_{XY}=\chi_{YX}, \tag{8} \]

because bosonic operators commute under \(T_\tau\). Subscripts \(e,I,t,u\) stand for \(\hat n_e,\hat n_I,\hat n,\hat u\), and \(D\equiv\chi_{uu}\) is the fully interacting displacement propagator.

### The Hedin-Baym equations

Let \(G(12)=-\langle T_\tau\psi(1)\psi^\dagger(2)\rangle\). The commutator of \(\psi\) with the normal-ordered repulsion and with the electron-nucleus term produces the potential of the total density operator:

\[ \partial_\tau\psi(1)=[H,\psi(1)]=-\big[h_0+\varphi(1)\big]\psi(1)-\int\! d3\,v(13)\,\hat n(3)\,\psi(1), \tag{9} \]

where \(v(13)\) contains \(\delta(\tau_1-\tau_3)\) and \(\hat n\) stands to the left of \(\psi\). The time derivative of \(G\) picks up \(-\delta(12)\) from the step functions in \(T_\tau\), so

\[ \big[-\partial_{\tau_1}-h_0-\varphi(1)\big]G(12)+\int\! d3\,v(13)\langle T_\tau\hat n(3)\psi(1)\psi^\dagger(2)\rangle=\delta(12). \tag{10} \]

Equation (7) with \(O=-\psi\psi^\dagger\) gives

\[ \langle T_\tau\hat n(3)\psi(1)\psi^\dagger(2)\rangle=\frac{\delta G(12)}{\delta\varphi(3)}-G(12)\langle\hat n(3)\rangle . \tag{11} \]

The second term joins \(\varphi\) to form the total potential, and the first defines the self-energy:

\[ G^{-1}=-\partial_\tau-h_0-V-\Sigma,\qquad V=\varphi+v\langle\hat n\rangle,\qquad \int\! d4\,\Sigma(14)G(42)=-\int\! d3\,v(13)\frac{\delta G(12)}{\delta\varphi(3)} . \tag{12} \]

Multiply the last relation by \(G^{-1}\) from the right and use \(\delta G\,G^{-1}=-G\,\delta G^{-1}\), which follows from varying \(GG^{-1}=1\). This gives \(\Sigma(12)=v(13)G(14)\,\delta G^{-1}(42)/\delta\varphi(3)\). Define \(\epsilon^{-1}(53)=\delta V(5)/\delta\varphi(3)\), define \(\Gamma\) by \(\delta G^{-1}(42)/\delta\varphi(3)=-\Gamma(42;5)\epsilon^{-1}(53)\), and set \(W=\epsilon^{-1}v\). Then

\[ \Sigma(12)=-\int\! d4\,d5\;G(14)\,\Gamma(42;5)\,W(51),\qquad \Gamma(42;5)=\delta(42)\delta(45)+\frac{\delta\Sigma(42)}{\delta V(5)} . \tag{13} \]

In real time, with \(G=-i\langle T\psi\psi^\dagger\rangle\) and the weight \(T\exp(-i\int\varphi\hat n)\), the same steps replace \(-v\,\delta G/\delta\varphi\) in (12) by \(+iv\,\delta G/\delta\varphi\), and (13) becomes \(\Sigma=iGW\Gamma\). The name \(iGW\) and the imaginary-time expression \(-GW\) denote the same object.

Differentiating \(V\) in (12) gives

\[ \epsilon^{-1}=1+v\chi_{tt},\qquad W=v+v\chi_{tt}v , \tag{14} \]

which with (8) proves \(\tilde W=W\). The electronic polarizability is the response of \(\langle \hat n_e(1)\rangle=G(11^+)\) to the total potential, and \(\delta G=-G\,\delta G^{-1}G\) expresses it through \(\Gamma\):

\[ \chi_{et}=P_e\,\epsilon^{-1},\qquad P_e(12)=\int\! d3\,d4\;G(13)\Gamma(34;2)G(41^+), \tag{15} \]

with a sum over spin implied. Writing \(\chi_{tt}=\chi_{et}+\chi_{It}\) in (14) and using \(\epsilon^{-1}v=W\),

\[ W=v+vP_eW+v\chi_{It}v . \tag{16} \]

Equations (9) to (16) made no use of the truncation in (6). The remaining unknown is \(\chi_{It}\), the response of the nuclei to \(\varphi\).

### One polarizability for both sources

Baym's step obtains \(\chi_{It}\) from the reversed function, the response of the total density to \(J\). It needs the electrons to respond to \(J\) through \(V\) with the same \(P_e\) that (15) defines through \(\varphi\). This is a property of the Hamiltonian and has to be shown. For (6) the action is

\[ S=S_e+\int\varphi\,n_e+\int\Big[-\tfrac12 u^TD_0^{-1}u+u^T\mathcal X\Big],\qquad \mathcal X=g^Tn_e+j,\qquad j=a^T\varphi+J-g^Tn_{\rm ref}, \tag{17} \]

with \(-D_0^{-1}=-\partial_\tau^2+K\), that is \(D_0(i\nu)=-(\nu^2+K)^{-1}\). Expanding the right side confirms the identity

\[ -\tfrac12u^TD_0^{-1}u+u^T\mathcal X=-\tfrac12(u-D_0\mathcal X)^TD_0^{-1}(u-D_0\mathcal X)+\tfrac12\mathcal X^TD_0\mathcal X . \tag{18} \]

The Gaussian integral over \(u'=u-D_0\mathcal X\) is a constant. The last term expands into \(\tfrac12n_e^TgD_0g^Tn_e+n_e^TgD_0j\) and a number. The electrons therefore move in an external potential \(U_{\rm ext}\) and interact through a kernel that contains no source:

\[ U_{\rm ext}=\varphi+gD_0\,j,\qquad v_{\rm eff}=v+gD_0g^T . \tag{19} \]

Every electronic average depends on \(\varphi\) and \(J\) through \(U_{\rm ext}\) alone, and \(\delta\langle n_e\rangle/\delta U_{\rm ext}=\chi_{ee}\). The argument does not depend on how the electronic trace is taken, so for densities it also holds at fixed electron number. Since \(u'\) has zero mean,

\[ \langle u\rangle=D_0\big(g^T\langle n_e\rangle+j\big), \tag{20} \]

and the total potential becomes

\[ V=\varphi+vn_I^0+v\langle n_e\rangle+g\langle u\rangle=vn_I^0+U_{\rm ext}+v_{\rm eff}\langle n_e\rangle . \tag{21} \]

So \(V\) also depends on \(U_{\rm ext}\) alone, with \(\delta V/\delta U_{\rm ext}=1+v_{\rm eff}\chi_{ee}\). Where this matrix is invertible, \(\delta\langle n_e\rangle=\chi_{ee}\,\delta U_{\rm ext}=P_e\,\delta V\) for either source, with

\[ P_e=\chi_{ee}\,(1+v_{\rm eff}\chi_{ee})^{-1},\qquad \chi_{ee}=P_e+P_ev_{\rm eff}\chi_{ee} . \tag{22} \]

Applied to \(\varphi\) this reproduces (15). Applied to \(J\), for which \(\delta V/\delta J=v\chi_{tu}\), it gives the needed relation

\[ \chi_{eu}=P_e\,v\,\chi_{tu} . \tag{23} \]

The Dyson form in (22) says what "electronic" means: \(P_e\) is irreducible with respect to cutting one line of \(v_{\rm eff}\), Coulomb or phonon. Phonon lines remain inside it, through \(G\) and \(\Gamma\) in (15), so \(P_e\) differs from the polarizability at clamped nuclei.

Two consequences are used below. First, \(\delta U_{\rm ext}/\delta\varphi=1+gD_0a^T\) from (17) and (19), and \((1+gD_0a^T)v=v_{\rm eff}\) because \(a^Tv=g^T\). Equation (22) gives \((1-v_{\rm eff}P_e)(1+v_{\rm eff}\chi_{ee})=1+v_{\rm eff}\chi_{ee}-v_{\rm eff}\chi_{ee}=1\). The chain rule then yields

\[ W=(1+v_{\rm eff}\chi_{ee})(1+gD_0a^T)\,v=(1-v_{\rm eff}P_e)^{-1}v_{\rm eff} . \tag{24} \]

Second, \(\tilde\chi_{ee}=\chi_{ee}\) and \(\tilde v_{\rm eff}=v_{\rm eff}\), so (22) transforms into \((1+\chi_{ee}v_{\rm eff})^{-1}\chi_{ee}\). The identity \((1+AB)^{-1}A=A(1+BA)^{-1}\), which follows from \(A(1+BA)=(1+AB)A\), brings this back to the original:

\[ \tilde P_e=P_e . \tag{25} \]

For linear coupling and harmonic bare phonons, the electrons respond to both sources, \(\varphi\) and \(J\), through one and the same symmetric polarizability \(P_e\). What remains is to use this to find the nuclear response \(\chi_{It}\), split \(W\), and obtain the phonon part of the self-energy.
